# Logarithmic-Time Hydroxyl Loss from a Uniform Distribution of Dehydroxylation Barriers

A model oxide surface held at 700 K loses 39.2% of its hydroxyl in the first 60 s. By 600 s the loss is 48.4%, by 6000 s it is 57.7%, and by 60000 s it is 66.9%. Each tenfold longer anneal removes nearly the same further 9.26% of the initial hydroxyl, although the last such step takes 54000 s and the first took 540 s. No single first-order rate constant behaves in this way. These losses come from averaging first-order decay over a uniform distribution of barriers by numerical quadrature, and the equal steps can be derived from that distribution in two ways.

## The model

Two neighbouring hydroxyls react to form a water molecule, which leaves, and a bridging oxygen, which stays:

\[
2\,\mathrm{OH}\longrightarrow \mathrm{H_2O}+\mathrm{O_{bridge}} .
\]

The hydroxyls are assigned to fixed pairs. Each pair reacts once, independently of the others, with rate constant

\[
k(E)=\nu e^{-E/k_BT}.
\]

Here \(E\) is the activation energy, not the reaction energy, and \(\nu\) is a prefactor common to all pairs. Water does not readsorb, hydroxyls do not migrate to form new pairs, and barriers do not change as neighbours react. The temperature is constant, with negligible heating time. This is a real restriction: a linear ramp at rate \(\beta\) adds roughly \(k_BT^2/(\beta E)\) to the clock of pairs with barrier \(E\), and the results below hold only for times long compared with this. In the example below, a ramp from 300 K at 10 K/min adds about two minutes and reduces the step from 60 to 600 s from 9.26% to 5.7%; at 10 K/s the step is 9.15%. Since every event removes two hydroxyls, the lost fraction of hydroxyls equals the lost fraction of pairs, called \(F(t)\).

Initially the barriers are spread uniformly over pairs between \(E_{\min}\) and \(E_{\max}\), with density \(1/\Delta E\), where \(\Delta E=E_{\max}-E_{\min}\). Define

\[
L=\frac{\Delta E}{k_BT},\quad k_{\max}=k(E_{\min}),\quad k_{\min}=k(E_{\max}),\quad a=k_{\max}t,\quad b=k_{\min}t .
\]

It follows that \(\ln(a/b)=L\). The times \(1/k_{\max}\) and \(1/k_{\min}\) are the kinetic cutoffs.

The example uses round parameters that belong to no particular material: \(E_{\min}=1.5\) eV, \(E_{\max}=3.0\) eV, \(\nu=10^{13}\ \mathrm{s^{-1}}\), and 5 OH nm\(^{-2}\) at the start. At 700 K, \(k_BT=0.06032\) eV and \(L=24.87\). The extreme rates are \(k_{\max}=158.7\ \mathrm{s^{-1}}\) and \(k_{\min}=2.517\times10^{-9}\ \mathrm{s^{-1}}\), so the cutoffs lie at 0.0063 s and \(3.97\times10^{8}\) s.

## First derivation: averaging the decay

Pairs with barrier \(E\) obey \(dn/dt=-k(E)n\), so a fraction \(e^{-k(E)t}\) of them survives. Averaging over the barriers gives

\[
1-F(t)=\frac1{\Delta E}\int_{E_{\min}}^{E_{\max}}e^{-k(E)t}\,dE .
\]

Take \(x=k(E)t\) as the variable. Since \(\ln x=\ln(\nu t)-E/k_BT\), we have \(dE=-k_BT\,dx/x\). The lower energy limit becomes \(x=a\) and the upper one \(x=b\); the minus sign reverses their order:

\[
1-F=\frac1L\int_b^a\frac{e^{-x}}{x}\,dx=\frac{E_1(b)-E_1(a)}{L},
\qquad E_1(z)=\int_z^\infty\frac{e^{-x}}{x}\,dx .
\]

This holds at all times within the model. To expose the logarithm, split \(E_1(b)\) at \(x=1\) and write \(e^{-x}=1-(1-e^{-x})\) in the lower part:

\[
E_1(b)=-\ln b-\int_b^1\frac{1-e^{-x}}{x}dx+\int_1^\infty\frac{e^{-x}}{x}dx .
\]

With \(\mathrm{Ein}(b)=\int_0^b(1-e^{-x})\,dx/x\), this is

\[
E_1(b)=-\ln b+\mathrm{Ein}(b)-C,\qquad
C=\int_0^1\frac{1-e^{-x}}{x}dx-\int_1^\infty\frac{e^{-x}}{x}dx .
\]

Integrate both parts of \(C\) by parts, using \(1/x=d(\ln x)/dx\). The boundary terms vanish, because \(\ln 1=0\), \((1-e^{-x})\ln x\to0\) at zero, and \(e^{-x}\ln x\to0\) at infinity. What remains is

\[
C=-\int_0^1e^{-x}\ln x\,dx-\int_1^\infty e^{-x}\ln x\,dx=-\int_0^\infty e^{-x}\ln x\,dx=\gamma .
\]

The last integral is \(\Gamma'(1)=-\gamma\), where \(\gamma\approx0.577\) is Euler's constant. Now insert \(E_1(b)\) and use \(-\ln b=L-\ln a\):

\[
F=1-\frac{L-\ln a-\gamma+\mathrm{Ein}(b)-E_1(a)}{L}
=\frac{\ln a+\gamma+E_1(a)-\mathrm{Ein}(b)}{L}. \tag{1}
\]

When \(a\gg1\) and \(b\ll1\), the last two terms are small:

\[
F(t)\simeq\frac{\ln(k_{\max}t)+\gamma}{L}. \tag{2}
\]

The error can be bounded. In \(E_1(a)\), \(1/x\) is at most \(1/a\), so \(0<E_1(a)<e^{-a}/a\). In \(\mathrm{Ein}(b)\), the integrand is less than one, so \(0<\mathrm{Ein}(b)<b\). Therefore the exact loss minus the logarithmic law lies between \(-b/L\) and \(e^{-a}/(aL)\).

At 600 s, \(a=158.7\times600=9.52\times10^4\), and equation (2) gives

\[
F\simeq\frac{11.464+0.577}{24.87}=0.484 ,
\]

which agrees with the quadrature. The remaining density is \(5(1-0.484)=2.58\) OH nm\(^{-2}\).

### Slope, window and the meaning of broad

Differentiate the integral for \(1-F\) with respect to \(\ln t\). Both limits are proportional to \(t\), so \(da/d\ln t=a\) and \(db/d\ln t=b\). These factors cancel the \(1/x\) of the integrand:

\[
\frac{dF}{d\ln t}=\frac{e^{-b}-e^{-a}}{L}. \tag{3}
\]

Between the cutoffs the bracket is close to one. The loss per decade is then \(\ln10/L=2.303/24.87=0.0926\), or 0.463 OH nm\(^{-2}\).

The slope never exceeds \(1/L\). It lies within a fraction \(\varepsilon\) of this value if \(e^{-a}\le\varepsilon/2\) and \(e^{-b}\ge1-\varepsilon/2\), that is, if

\[
\frac{\ln(2/\varepsilon)}{k_{\max}}\le t\le\frac{-\ln(1-\varepsilon/2)}{k_{\min}} .
\]

This condition is sufficient, not necessary. For \(\varepsilon=0.05\) it gives a window from 0.023 s to \(1.0\times10^7\) s, which is 8.6 decades.

A narrow distribution may have no such window. The slope is greatest where the derivative of \(e^{-b}-e^{-a}\) with respect to \(\ln t\) vanishes:

\[
ae^{-a}=be^{-b}\quad\Rightarrow\quad a-b=\ln(a/b)=L .
\]

Together with \(a=be^L\) this gives \(b=L/(e^L-1)\). Since \(e^{-a}=e^{-b}e^{-L}\) at this point,

\[
\max\left(L\frac{dF}{d\ln t}\right)=e^{-L/(e^L-1)}\left(1-e^{-L}\right).
\]

Both factors increase with \(L\). Solving numerically for a peak of 0.95 gives \(L=4.72\), or a width of 0.285 eV at 700 K. At that width the slope touches the 5% band at one instant; a useful straight section needs a larger width. For \(L=2\) the peak reaches only 0.632. As \(L\to0\), the interval from \(b\) to \(a\) shrinks, the average reduces to \(e^{-kt}\), and single-barrier decay returns.

### Outside the cutoffs

For \(a\ll1\), no class has decayed far. Then \(1-e^{-x}\simeq x\), and

\[
F\simeq\frac1L\int_b^a\frac{x}{x}\,dx=\frac{a-b}{L},
\]

so the loss is linear in time, not in its logarithm. For \(b\gg1\), \(E_1(b)\simeq e^{-b}/b\) while \(E_1(a)\) is far smaller in a broad distribution. The survivors, a fraction \(e^{-b}/(bL)\), are then mainly pairs near \(E_{\max}\).

At \(t=1/k_{\max}\) the exact loss is 0.032 and the logarithmic law gives 0.023. At \(t=1/k_{\min}\) the exact loss is 0.991, while the law gives the impossible value 1.023. The slopes there, relative to \(1/L\), are 0.632 and 0.368. By equation (3) these are \(1-e^{-1}\) and \(e^{-1}\), apart from negligible contributions of the opposite cutoff.

## Second derivation: a moving threshold in energy

The same result follows from asking which pairs have reacted by time \(t\), without first solving for the population of each class. Let \(\tau\) be the random reaction time of a pair and define \(y=k(E)\tau\). For a first-order event, \(y\) has probability density \(e^{-y}\), whatever the barrier. The pair has reacted if \(\tau\le t\), which means \(y\le\nu te^{-E/k_BT}\). Taking logarithms and solving for \(E\) gives

\[
E\le E_c(y),\qquad E_c(y)=k_BT\left[\ln(\nu t)-\ln y\right].
\]

Let \(G(E)\) be the fraction of pairs with barriers below \(E\). Because \(y\) is independent of \(E\),

\[
F(t)=\int_0^\infty e^{-y}\,G\bigl(E_c(y)\bigr)\,dy . \tag{4}
\]

The loss is thus the barrier distribution read at a threshold that is blurred by the randomness of reaction times. The mean threshold is

\[
E^*=k_BT\left[\ln(\nu t)-\langle\ln y\rangle\right]=k_BT\left[\ln(\nu t)+\gamma\right],
\]

since \(\langle\ln y\rangle=\Gamma'(1)=-\gamma\). The variance of \(\ln y\) is the second derivative of \(\ln\Gamma(1+s)\) at \(s=0\), which is \(\pi^2/6\). The threshold therefore has standard deviation \(\pi k_BT/\sqrt6\). At 600 s its mean is 2.226 eV and its spread 0.077 eV.

For uniform barriers, \(G=(E-E_{\min})/\Delta E\) inside the distribution. A linear function can be averaged by inserting the mean, so away from both edges

\[
F\simeq\frac{E^*-E_{\min}}{\Delta E}. \tag{5}
\]

At 600 s this is \((2.226-1.5)/1.5=0.484\). Substituting \(E_{\min}=k_BT\ln(\nu/k_{\max})\) turns equation (5) into equation (2). Each decade of time moves the threshold by the same energy, \(k_BT\ln10\), and a uniform distribution holds the same number of pairs in each such interval.

The edges can be restored. The true \(G\) is zero below \(E_{\min}\), where the straight line is negative. There \(y>a\), and the line must be raised by \((E_{\min}-E_c)/\Delta E=\ln(y/a)/L\). Integration by parts gives the average correction:

\[
\frac1L\int_a^\infty e^{-y}\ln\frac ya\,dy=\frac1L\int_a^\infty\frac{e^{-y}}y\,dy=\frac{E_1(a)}L .
\]

Above \(E_{\max}\), where \(y<b\), the line exceeds one and must be lowered by \(\ln(b/y)/L\). Using \(1-e^{-y}\) as the antiderivative of \(e^{-y}\), so that the boundary terms vanish, gives

\[
\frac1L\int_0^b e^{-y}\ln\frac by\,dy=\frac1L\int_0^b\frac{1-e^{-y}}y\,dy=\frac{\mathrm{Ein}(b)}L .
\]

Adding the first correction and subtracting the second reproduces equation (1) in full.

### Other densities and temperatures

Differentiating equation (4), with \(\partial E_c/\partial\ln t=k_BT\) and \(g=dG/dE\), gives

\[
\frac{dF}{d\ln t}=k_BT\,\langle g(E_c)\rangle . \tag{6}
\]

The slope measures the barrier density near \(E^*\), averaged over the thermal spread. A broad distribution is therefore not enough for a straight line. Take the rising density \(g=2(E-E_{\min})/\Delta E^2\) over the same range. Away from the edges the slope is \(k_BTg(E^*)\), which at 600 s is \(0.06032\times2\times0.726/2.25=0.0389\). Quadrature gives slopes rising from 0.0315 at 60 s to 0.0538 at 60000 s. The uniform density gives 0.0402 at 600 s.

Conversely, a line that is straight from 60 to 60000 s examines only part of the distribution. The threshold moves by \(k_BT\ln1000=0.417\) eV, and the slope says little about barriers well outside this swept range. The margin is not symmetric: beyond two standard deviations the blurred threshold keeps 0.07% of its weight on the low side but 4% on the high side, where it falls off only exponentially. A concentration of pairs just there can still change the slope noticeably, so the margin above the range is nearer three to four times the thermal spread.

Equation (5) also compares anneals of identical fresh surfaces at two temperatures. For uniform barriers, away from the edges, time \(t\) at \(T'\) and time \(t'\) at \(T\) give equal losses if their mean thresholds agree (for other densities this is only approximate, because the spread of the threshold also changes with temperature):

\[
T\left[\ln(\nu t')+\gamma\right]=T'\left[\ln(\nu t)+\gamma\right].
\]

Subtracting \(T[\ln(\nu t)+\gamma]\) from both sides and dividing by \(T\) gives

\[
\frac{t'}t=\exp\left\{\left(\frac{T'}T-1\right)\left[\ln(\nu t)+\gamma\right]\right\}.
\]

For 600 s at 750 K the loss is 0.590. Numerical root finding on the full average gives 8376 s for the same loss at 700 K; the formula gives the factor 13.96. This factor depends on \(t\), so it is not one fixed conversion between the two temperatures. The loss per decade rises from 0.0926 to 0.0992, in proportion to absolute temperature.

## What each derivation assumes

Both derivations, as carried out above, use fixed independent pairs, first-order events, a common prefactor and uniform barriers. They differ in where these assumptions enter, and so in how readily each assumption can be relaxed.

The first uses the exponential survival law from the start. In return it gives the closed formula and the error bounds directly. The second needs, for its threshold picture, only that the reaction time scales as \(\tau=y/k(E)\), with the distribution of \(y\) independent of \(E\). If \(\langle\ln y\rangle\) is finite and the edge corrections are small, any such distribution gives

\[
F\simeq\frac{\ln(k_{\max}t)-\langle\ln y\rangle}{L}.
\]

The reaction law changes the offset but not the slope. As a formal example, let each barrier class decay by second-order kinetics within itself, with surviving fraction \(1/(1+x)\). The average is then

\[
F=1-\frac1L\int_b^a\frac{dx}{x(1+x)}
=1-\frac1L\left[\ln\frac{x}{1+x}\right]_b^a
=\frac1L\ln\frac{1+a}{1+b}.
\]

Between the cutoffs this is \(\ln a/L\), which lies below the first-order result by \(\gamma/L=0.023\). A straight logarithmic plot alone therefore does not establish first-order kinetics.

The common prefactor can also be relaxed. If \(\ln\nu\) varies independently of \(E\), and the edges remain remote for all relevant prefactors, averaging equation (5) replaces \(\ln\nu\) by its mean and leaves the slope unchanged. If instead \(\ln\nu=\ln\nu_0+cE\), with \(c<1/k_BT\), then \(\ln k=\ln\nu_0-(1/k_BT-c)E\). The rates are still uniform in \(\ln k\), but their logarithmic width is \((1/k_BT-c)\Delta E\), and this replaces \(L\). The isothermal slope measures the fraction of pairs per unit of \(\ln k\) near the threshold. It gives the full width in \(\ln k\) only if that density is known to be uniform throughout, and converting this width to a barrier width requires knowledge of the prefactors.

Neither derivation survives a loss of independence without new equations. Readsorbed water restores hydroxyl and can bring the surface towards an equilibrium coverage, which irreversible kinetics does not contain. Migration creates new pairs, and reaction-induced strain can change the remaining barriers, so the initial distribution no longer fixes the later loss. Isolated hydroxyls are simpler: if a fraction \(\phi\) has no partner and stays inert, the total loss is \((1-\phi)F\). The logarithmic section remains, with its slope reduced by the factor \(1-\phi\).

All numerical values are calculated from the stated model.
